# Duality rotation, photon helicity and Lipkin's optical chirality, part 2

In empty space, Maxwell's equations preserve the excess of right-handed over left-handed light. The symmetry behind this is the duality rotation through a constant angle $\theta$, which mixes the electric field $\mathbf E$ and the magnetic field $\mathbf B$. We want to express its conserved charge $Q$ in photon numbers and compare it with optical chirality.

Units are Gaussian, $c$ is the speed of light and $\hbar$ the reduced Planck constant. The field occupies a cubic periodic box, and $\int$ without a measure means $\int d^3r$ over it. The potential $\mathbf A$ is in the Coulomb gauge, $\nabla\cdot\mathbf A=0$, with no scalar potential. The second potential $\mathbf C$, also transverse (divergence-free), is defined for any history $\mathbf A(\mathbf r,t)$ by

$$
\nabla\times\mathbf C=-\mathbf E=\frac1c\,\partial_t\mathbf A .
$$

The relation $\mathbf B=-\partial_t\mathbf C/c$ holds only on solutions of Maxwell's equations. The curl can be inverted on transverse fields without a uniform part, and it is self-adjoint:

$$
\int\mathbf F\cdot\nabla\times\mathbf G\,d^3r=\int\mathbf G\cdot\nabla\times\mathbf F\,d^3r .
$$

The Lagrangian is

$$
L=\frac1{8\pi}\int(E^2-B^2)
=\frac1{8\pi}\int\left[\frac{(\partial_t\mathbf A)^2}{c^2}-(\nabla\times\mathbf A)^2\right],
$$

with canonical momentum $\boldsymbol\Pi=\partial_t\mathbf A/(4\pi c^2)$. On a solution, any transverse variation $\delta\mathbf A$ changes $L$ by $\frac d{dt}\int\boldsymbol\Pi\cdot\delta\mathbf A$. For $\delta\mathbf A=\theta\,\mathbf C$ and an arbitrary history,

$$
\delta L=\theta\,\frac{dK}{dt},\qquad
K=\frac1{8\pi c}\int\left(\mathbf C\cdot\nabla\times\mathbf C-\mathbf A\cdot\nabla\times\mathbf A\right).
$$

Subtracting the two expressions for $\delta L$ gives the conserved charge

$$
Q=\int\boldsymbol\Pi\cdot\mathbf C-K .
$$

Its density $h$ obeys the local law

$$
\partial_t h+\nabla\cdot\frac{\mathbf E\times\mathbf A+\mathbf B\times\mathbf C}{8\pi}=0 .
$$

The density depends on the gauge, but the total does not. If a current $\mathbf J$ with transverse part $\mathbf J_\perp$ is present, $\mathbf C$ is defined from the transverse electric field by $\nabla\times\mathbf C=-\mathbf E_\perp$, and $Q$ changes at the rate $\frac1c\int\mathbf J_\perp\cdot\mathbf C$.

## Photon number, handedness and chirality

We keep the periodic box of volume $V$ without charges or uniform fields. The transverse potentials satisfy $\mathbf E=-\partial_t\mathbf A/c=-\nabla\times\mathbf C$ and $\mathbf B=\nabla\times\mathbf A=-\partial_t\mathbf C/c$. The duality rotation takes $\mathbf A$ to $\mathbf A\cos\theta+\mathbf C\sin\theta$. Its conserved charge and the corresponding density are

$$
Q=\frac1{8\pi c}\int(\mathbf A\cdot\nabla\times\mathbf A+\mathbf C\cdot\nabla\times\mathbf C),\qquad
h=\frac{\mathbf A\cdot\mathbf B-\mathbf C\cdot\mathbf E}{8\pi c},
$$

and the curl is self-adjoint under the integral over the box.

To count photons we need modes of definite handedness. For each wave vector choose real unit vectors with $\hat{\mathbf k}\times\mathbf e_1=\mathbf e_2$ and $\hat{\mathbf k}\times\mathbf e_2=-\mathbf e_1$, and set

$$
\boldsymbol\varepsilon_\lambda=\frac{\mathbf e_1+i\lambda\mathbf e_2}{\sqrt2},\qquad \lambda=\pm1 .
$$

Then

$$
i\hat{\mathbf k}\times\boldsymbol\varepsilon_\lambda
=\frac{i\mathbf e_2+\lambda\mathbf e_1}{\sqrt2}=\lambda\,\boldsymbol\varepsilon_\lambda ,
$$

where the last step uses $\lambda^2=1$. The real part of $\boldsymbol\varepsilon_\lambda e^{-i\omega t}$ is $(\mathbf e_1\cos\omega t+\lambda\mathbf e_2\sin\omega t)/\sqrt2$. For $\lambda=+1$ it turns from $\mathbf e_1$ towards $\mathbf e_2$, in the sense of a right hand whose thumb points along $\mathbf k$. We call this light right-handed; it has positive helicity. The optics convention, which looks towards the source, sees a counterclockwise rotation and calls the same light left circular. With that naming the sign of "right minus left" is reversed, while the physics is unchanged.

Let $j$ stand for the pair $(\mathbf k,\lambda)$, and write $\mathbf u_j=\boldsymbol\varepsilon_\lambda e^{i\mathbf k\cdot\mathbf r}$. The curl acts as $i\mathbf k\times$, so

$$
\nabla\times\mathbf u_j=\lambda_jk_j\,\mathbf u_j,\qquad
\nabla\times\mathbf u_j^*=\lambda_jk_j\,\mathbf u_j^* ,
$$

the second being the complex conjugate of the first. The quantized potential is

$$
\mathbf A=\sum_j g_j\left(a_j\mathbf u_j+a_j^\dagger\mathbf u_j^*\right),\qquad
g_j=\sqrt{\frac{2\pi\hbar c^2}{V\omega_j}},\qquad [a_j,a_l^\dagger]=\delta_{jl},
$$

where $a_j$ varies as $e^{-i\omega_jt}$ and $\omega_j=ck_j$. The value of $g_j$ will be confirmed by the energy.

The second potential follows from $\nabla\times\mathbf C=\partial_t\mathbf A/c$. The time derivative multiplies the $a_j$ term by $-i\omega_j$, which after division by $c$ is $-ik_j$. Inverting the curl divides by $\lambda_jk_j$. Since $1/\lambda_j=\lambda_j$,

$$
\mathbf C=\sum_j g_j\left(-i\lambda_ja_j\mathbf u_j+i\lambda_ja_j^\dagger\mathbf u_j^*\right).
$$

Two integrals are needed. The modes are orthonormal up to the volume, $\int\mathbf u_j^*\cdot\mathbf u_l=V\delta_{jl}$. The integral without conjugation, $\int\mathbf u_j\cdot\mathbf u_l\equiv V m_{jl}$, vanishes unless $\mathbf k_l=-\mathbf k_j$. Self-adjointness of the curl also gives

$$
(\lambda_jk_j-\lambda_lk_l)\,m_{jl}=0 ,
$$

so $m_{jl}$ can be nonzero only for opposite wave vectors and equal helicities. With these integrals,

$$
\int\mathbf A\cdot\nabla\times\mathbf A
=V\sum_j g_j^2\lambda_jk_j(a_ja_j^\dagger+a_j^\dagger a_j)
+V\sum_{jl}g_jg_l\lambda_lk_l\left(m_{jl}a_ja_l+m_{jl}^*a_j^\dagger a_l^\dagger\right).
$$

For $\mathbf C$, each $a_j$ is accompanied by $-i\lambda_j$ and each $a_j^\dagger$ by $i\lambda_j$. The terms with one of each acquire $(-i\lambda_j)(i\lambda_j)=1$ and are unchanged. The terms $a_ja_l$ acquire $(-i\lambda_j)(-i\lambda_l)=-\lambda_j\lambda_l=-1$, because the helicities are equal wherever $m_{jl}\neq0$. The terms $a_j^\dagger a_l^\dagger$ change sign likewise. When the two halves are added, the double sum cancels and the single sum doubles:

$$
Q=\frac{2V}{8\pi c}\sum_j\frac{2\pi\hbar c^2}{V\omega_j}\,\lambda_jk_j(a_ja_j^\dagger+a_j^\dagger a_j)
=\frac\hbar2\sum_j\lambda_j(a_ja_j^\dagger+a_j^\dagger a_j).
$$

The commutator turns the bracket into $2a_j^\dagger a_j+1$. Therefore

$$
Q=\hbar\sum_j\lambda_j\left(a_j^\dagger a_j+\tfrac12\right)
=\hbar\sum_{\mathbf k}(N_{\mathbf k+}-N_{\mathbf k-}),
$$

with $N_j=a_j^\dagger a_j$. The zero-point terms $+\hbar/2$ and $-\hbar/2$ cancel at each $\mathbf k$, provided the two helicities are summed together before the sum over wave vectors. For the modes of one pair $\mathbf k,-\mathbf k$, a calculation with operator matrices gives a vacuum value of $1\hbar$ if the right-handed modes alone are kept, and zero with both helicities.

The energy checks the normalization. It is $(1/8\pi)\int[(\nabla\times\mathbf A)^2+(\nabla\times\mathbf C)^2]$, so each surviving term has $k_j^2$ in place of $\lambda_jk_j$, and the $a_ja_l$ terms cancel as before:

$$
H=\frac{2V}{8\pi}\sum_j\frac{2\pi\hbar c^2}{V\omega_j}\,k_j^2(2N_j+1)
=\sum_j\hbar\omega_j\left(N_j+\tfrac12\right).
$$

This is the required energy of $\hbar\omega_j$ per photon.

The charge should also generate the symmetry it came from. Let $a_j(\theta)=e^{i\theta Q/\hbar}a_je^{-i\theta Q/\hbar}$. Since $[N_j,a_j]=-a_j$,

$$
\frac{da_j(\theta)}{d\theta}=-i\lambda_ja_j(\theta),\qquad
a_j(\theta)=e^{-i\lambda_j\theta}a_j=(\cos\theta-i\lambda_j\sin\theta)\,a_j .
$$

Inserted in the expansion of $\mathbf A$, the cosine reproduces $\mathbf A$ and the factor $-i\lambda_j$ reproduces $\mathbf C$:

$$
e^{i\theta Q/\hbar}\,\mathbf A\,e^{-i\theta Q/\hbar}=\mathbf A\cos\theta+\mathbf C\sin\theta .
$$

Duality shifts the phases of right- and left-handed light by opposite amounts. For linear polarization, a superposition of the two, opposite phase shifts turn the plane of polarization.

Lipkin's optical chirality is built from the fields without potentials. In Gaussian units, with the normalization used here, its density and total are

$$
\chi=\frac1{8\pi}\left(\mathbf E\cdot\nabla\times\mathbf E+\mathbf B\cdot\nabla\times\mathbf B\right),\qquad
X=\int\chi .
$$

To compare it with $Q$, substitute $\mathbf E=-\nabla\times\mathbf C$ and $\mathbf B=\nabla\times\mathbf A$:

$$
X=\frac1{8\pi}\int\left[(\nabla\times\mathbf C)\cdot\nabla\times(\nabla\times\mathbf C)
+(\nabla\times\mathbf A)\cdot\nabla\times(\nabla\times\mathbf A)\right].
$$

This is $c$ times the expression for $Q$ with each potential replaced by its curl. The two extra curls multiply a term by $\lambda_jk_j\lambda_lk_l$, which equals $k_j^2$ for every pair that contributes. The cancellations are the same as before, and each mode of $Q$ gains the factor $ck_j^2=\omega_j^2/c$:

$$
X=\frac\hbar c\sum_{\mathbf k}\omega_k^2\,(N_{\mathbf k+}-N_{\mathbf k-}).
$$

So $cX$ is the right-minus-left count, in units of $\hbar$, with each photon weighted by $\omega^2$. In a test on a random superposition of eight modes, including opposite wave vectors, integration of the fields and the photon count agreed: both gave $Q=3.387\hbar$, and the two values of $X$ agreed as well.

The chirality is itself a Noether charge. Let $D=c^2\nabla\times\nabla\times$, which is self-adjoint and commutes with the curl and with $\partial_t$, and take $\delta\mathbf A=\theta D\mathbf C$. For an arbitrary history,

$$
\delta L=\frac\theta{4\pi}\int\left[\frac{\partial_t\mathbf A\cdot D\,\partial_t\mathbf C}{c^2}
-(\nabla\times\mathbf A)\cdot(\nabla\times D\mathbf C)\right].
$$

Put $\partial_t\mathbf A=c\nabla\times\mathbf C$ in the first term and $\nabla\times D\mathbf C=D\,\partial_t\mathbf A/c$ in the second. Because $\nabla\times D$ is self-adjoint, each term is half the derivative of a quadratic form:

$$
\delta L=\theta\frac{dK_D}{dt},\qquad
K_D=\frac1{8\pi c}\int\left(\mathbf C\cdot\nabla\times D\mathbf C-\mathbf A\cdot\nabla\times D\mathbf A\right).
$$

The momentum term is $\int\boldsymbol\Pi\cdot D\mathbf C$, with $\boldsymbol\Pi=\nabla\times\mathbf C/(4\pi c)$. It is twice the $\mathbf C$ part of $K_D$, so the charge is

$$
\int\boldsymbol\Pi\cdot D\mathbf C-K_D
=\frac1{8\pi c}\int\left(\mathbf C\cdot\nabla\times D\mathbf C+\mathbf A\cdot\nabla\times D\mathbf A\right)=cX .
$$

The last equality follows by moving one curl in each term onto the left factor. This transformation is local in the fields: $\nabla\times\nabla\times\mathbf C=-\nabla\times\mathbf E=\partial_t\mathbf B/c$, hence $\delta\mathbf A=\theta c\,\partial_t\mathbf B$. Correspondingly, $\chi$ is gauge invariant, whereas $h$ is not.

The local conservation law for $\chi$ needs no new calculation. The pair $(\mathbf B,-\mathbf E)$ obeys the same equations as $(\mathbf A,\mathbf C)$, with $\nabla\times\mathbf E$ and $\nabla\times\mathbf B$ taking the places of $\mathbf E$ and $\mathbf B$. Under this replacement $h$ becomes $\chi/c$. Replacing the fields in the flux $(\mathbf E\times\mathbf A+\mathbf B\times\mathbf C)/8\pi$ and multiplying by $c$ gives

$$
\partial_t\chi+\nabla\cdot\left[\frac c{8\pi}\left(\mathbf E\times\nabla\times\mathbf B-\mathbf B\times\nabla\times\mathbf E\right)\right]=0 .
$$

For light of one frequency the two densities are proportional. All wave vectors then have the same length $k$, in whatever directions they point, so $\nabla\times\mathbf B=k^2\mathbf A$ and $\nabla\times\mathbf E=-k^2\mathbf C$. Thus

$$
\chi=\frac{k^2}{8\pi}(\mathbf A\cdot\mathbf B-\mathbf C\cdot\mathbf E)=\frac{\omega^2}c\,h
$$

at every point and every instant, with $h$ in the Coulomb gauge. With several frequencies there is no common factor, and even the signs of the totals may differ.

Such a case is easily made. Let a cube of side $1.2\times10^{-4}$ cm hold coherent light: a right-handed wave of wavelength $6\times10^{-5}$ cm with a mean of 5 photons, and a left-handed wave of half that wavelength with a mean of 2. The lower angular frequency is $\omega_1=3.139\times10^{15}$ rad/s and the higher is $\omega_2=2\omega_1$. In a circular plane wave $|\mathbf E|=|\mathbf B|$ is constant, so equating $V|\mathbf E|^2/4\pi$ to $\hbar\omega\bar N$, with $\bar N$ the mean photon number, gives the field strength. For the first wave the energy is $1.655\times10^{-11}$ erg and the volume $1.728\times10^{-12}$ cm³, so

$$
|\mathbf E|=\sqrt{\frac{4\pi\times1.655\times10^{-11}}{1.728\times10^{-12}}}\ \text{statvolt/cm}=10.97\ \text{statvolt/cm}.
$$

For the second wave it is $9.81$ statvolt/cm. The mean charges are

$$
\langle Q\rangle=(5-2)\hbar=+3\hbar=3.164\times10^{-27}\ \text{erg s},
$$

$$
\langle X\rangle=(5-2\times4)\frac{\hbar\omega_1^2}c=-3\,\frac{\hbar\omega_1^2}c=-1.040\times10^{-6}\ \text{erg/cm}.
$$

Integrating the fields gives the same values, as the numerical output shows. By number the light is mainly right-handed; by chirality it is left-handed. For two such waves the signs differ whenever the ratio of right to left photons lies between 1 and $(\omega_2/\omega_1)^2$. Here it is 2.5, between 1 and 4.

A second example shows why $Q$ needs both halves. Superpose two right-handed waves of wavelength $6\times10^{-5}$ cm travelling in opposite directions, with a mean of 2 photons each. Both have the same eigenvalue of the curl, $+k$, so $\mathbf B=k\mathbf A$ and $\mathbf E=-k\mathbf C$. The halves of $Q$ become

$$
\frac1{8\pi c}\int\mathbf A\cdot\mathbf B=\frac1\omega\int\frac{B^2}{8\pi},\qquad
-\frac1{8\pi c}\int\mathbf C\cdot\mathbf E=\frac1\omega\int\frac{E^2}{8\pi}.
$$

They are the magnetic and electric energies divided by $\omega$. In this standing wave the energy passes back and forth between the two fields. With $T=2\pi/\omega$ and the phases chosen so that $\mathbf A=0$ at $t=0$, the magnetic half is $0$, $2\hbar$ and $4\hbar$ at $t=0$, $T/8$ and $T/4$, while the electric half is $4\hbar$, $2\hbar$ and $0$. Their sum stays at $4\hbar$, one $\hbar$ for each right-handed photon.

When matter is present the chirality changes too. With $\partial_t\mathbf E=c\nabla\times\mathbf B-4\pi\mathbf J$ and $\partial_t\mathbf B=-c\nabla\times\mathbf E$,

$$
\frac{dX}{dt}=\frac1{4\pi}\int\left(\partial_t\mathbf E\cdot\nabla\times\mathbf E+\partial_t\mathbf B\cdot\nabla\times\mathbf B\right)
=-\int\mathbf J\cdot\nabla\times\mathbf E .
$$

The two terms in $(\nabla\times\mathbf B)\cdot(\nabla\times\mathbf E)$ cancel. The corresponding rate for the duality charge is $dQ/dt=(1/c)\int\mathbf J_\perp\cdot\mathbf C$, with $\mathbf J_\perp$ the transverse current and $\mathbf C$ defined from the transverse electric field. Each right-handed photon of frequency $\omega$ added to the field raises $Q$ by $\hbar$ and $X$ by $\hbar\omega^2/c$. Each left-handed one lowers them by the same amounts, and absorption reverses the signs. Linearly polarized light contains both kinds in equal mean number, so emitting it into an empty box leaves both mean charges at zero. The two charges therefore record the same events with different weights.

## Values computed for the example and the checks

```
hbar: 1.054572e-27 erg s
speed of light c: 2.997925e+10 cm/s
box side: 1.200e-04 cm
box volume: 1.7280e-12 cm^3
-- example: long right-handed wave 1, short left-handed wave 2
wave 1 wavelength: 6.000e-05 cm
wave 1 angular frequency: 3.13942e+15 rad/s
wave 1 mean photon number: 5
wave 1 field strength |E|: 10.9719 statvolt/cm
wave 1 energy from fields: 1.65537e-11 erg
wave 1 Q from fields: 5.0000 hbar
wave 1 X from fields: 5.0000 hbar w1^2/c
wave 2 wavelength: 3.000e-05 cm
wave 2 angular frequency: 6.27884e+15 rad/s
wave 2 mean photon number: 2
wave 2 field strength |E|: 9.8135 statvolt/cm
wave 2 energy from fields: 1.32430e-11 erg
wave 2 Q from fields: -2.0000 hbar
wave 2 X from fields: -8.0000 hbar w1^2/c
ratio (w2/w1)^2: 4.0000
unit hbar w1^2/c: 3.46700e-07 erg/cm
total Q: 3.0000 hbar
total Q converted: 3.16372e-27 erg s
total X: -3.0000 hbar w1^2/c
total X converted: -1.04010e-06 erg/cm
turn of E about k for w1 t = 0.1, wave 1: 0.1000 rad
-- counter-propagating right-handed waves, 2 photons each
t = 0: magnetic 0.0000, electric 4.0000, sum 4.0000 hbar
t = T/8: magnetic 2.0000, electric 2.0000, sum 4.0000 hbar
t = T/4: magnetic 4.0000, electric 0.0000, sum 4.0000 hbar
-- vacuum value of Q for the modes of one pair k, -k
right-handed modes only: 1.0000 hbar
both helicities: 0.0000 hbar
-- random superposition of 8 modes
Q from fields: 3.387334 hbar
Q from photon count: 3.387334 hbar
X from fields: 11.771572 hbar w1^2/c
X from photon count: 11.771572 hbar w1^2/c
```
